Why luminescence does not halve when kBT equals the activation energy

**Definitions and conventions**

Consider a light emitter, such as a quantum dot, that holds an excited carrier pair. The pair can emit a photon at the radiative rate k_r. It may also be lost at a constant background rate k_b. The sum of these two is the decay rate that survives at low temperature:

k0 = k_r + k_b

A third process, thermal escape over a barrier of height E, has the rate

k_esc = A exp(−E/kBT)

Here T is the absolute temperature, kB is Boltzmann's constant, and A is the escape prefactor, the value that the rate would approach if the exponential went to one. Rates are given in 1/ns, energies in meV and temperatures in K, with kB = 0.086173 meV/K.

I is the emitted intensity at temperature T and I0 is its low-temperature limit. "Half intensity" means I/I0 = 1/2, and the temperature at which this happens is T_half. The supply of carriers to the emitter is held fixed as T changes.

Four assumptions define the basic model: E, A, k_r and k_b do not depend on temperature; every escaped carrier is lost; the excitation is weak, so that the emitter is mostly empty; and the escape rate has the Arrhenius form above. The last is an input, not something derived here. It is reasonable when kBT is well below E.

**The belief and its appeal**

The belief is this: if luminescence is quenched with an activation energy E, then the intensity has dropped to half when the thermal energy kBT equals E. For a barrier of 50 meV that would be at

T = E/kB = 50 / 0.086173 = 580.2 K

The idea has something in its favour. The energy E is the only energy in the problem besides kBT, so it seems natural that the change should occur where the two are equal. Below that temperature a typical thermal energy is too small to lift a carrier over the barrier; above it, the barrier hardly matters. The Boltzmann factor agrees with this picture: it equals 1/e = 0.368 at kBT = E, which is a number of order one.

What the argument leaves out is that intensity is not set by the escape rate alone. It is set by a competition between escape and emission, and the problem therefore contains a second dimensionless number, the ratio of the two rate prefactors. If that ratio is large, an improbable escape can still win.

**The quenching law**

Put n(0) carriers into a set of identical emitters at time zero. Each carrier leaves by one of the three processes, so

dn/dt = −(k0 + k_esc) n

n(t) = n(0) exp[−(k0 + k_esc) t]

Photons appear at the rate k_r n. The number of photons per carrier, the yield η, is the time integral of this rate divided by n(0):

η = k_r ∫ exp[−(k0 + k_esc) t] dt = k_r/(k0 + k_esc)

where the integral runs from zero to infinity and equals one over the total rate.

Steady weak pumping gives the same yield. If carriers arrive at the constant rate g, the steady population obeys g = (k0 + k_esc) n, and the photon rate is k_r n = g k_r/(k0 + k_esc) = gη. With g held fixed, the intensity follows η.

As T goes to zero, k_esc vanishes and η becomes k_r/k0. Dividing the yield by this limit removes k_r from the numerator:

I/I0 = [k_r/(k0 + k_esc)] · [k0/k_r] = k0/(k0 + k_esc)

Dividing numerator and denominator by k0 and inserting the Arrhenius rate gives

I/I0 = 1/[1 + C exp(−E/kBT)],  C = A/k0

The number C is the rate-prefactor ratio. It compares the escape prefactor with the whole low-temperature decay rate, not with the radiative part alone.

**Where half intensity really lies**

Set I/I0 = 1/2. The denominator must then equal 2, so

C exp(−E/kBT_half) = 1

This says that k_esc = k0: half of the low-temperature intensity is left when escape is as fast as all other decay together. Taking the logarithm of both sides,

ln C − E/(kBT_half) = 0

T_half = E/(kB ln C)

The Boltzmann factor at half intensity is 1/C. It has no reason to be near 1/e.

For E = 50 meV and C = 10000, ln C = 9.2103 and

T_half = 580.2 K / 9.2103 = 63.0 K

The thermal energy there is 5.43 meV, about one ninth of the barrier. The Boltzmann factor is 10⁻⁴, so escape runs at one ten-thousandth of its prefactor. With A = 10000 per ns this is 1 per ns, the same as the decay rate k0 = 1 per ns.

The same temperature follows without the closed formula. When the populations of dot, escaped carriers and emitted photons are propagated numerically for 200 ns after a pulse, and the temperature is varied until the photon count is half of its cold value, the search ends at 63.00 K.

**What happens at kBT = E**

Inserting kBT = E into the quenching law gives

I/I0 = 1/(1 + C/e) = 1/(1 + 3679) = 2.7 × 10⁻⁴

The model's luminescence is not halved at 580 K; it is down by a factor of about 3700. This number is an extrapolation, because the Arrhenius form is not secure when kBT is as large as the barrier. It shows what the formula says at the point named by the belief, and is not a forecast for a device at that temperature.

The temperature E/kB does have a meaning in the model. There the escape rate has reached 37% of its prefactor, so that further heating can raise it by at most a factor e. It sets the scale on which the escape rate gradually levels off, not the midpoint of the intensity. Since I/I0 tends to 1/(1 + C) as T grows without limit, the intensity at kBT = E is already within a factor e of that floor.

The belief can be rescued for one value of C. T_half = E/kB requires ln C = 1, that is C = e = 2.718. For C between 1 and e, half intensity lies above E/kB. For C = 1, the intensity at kBT = E is 1/(1 + 1/e) = 0.731, and half is not reached at any finite temperature. The same holds for every C below 1: the Boltzmann factor is less than one at finite T, so I/I0 is larger than 1/(1 + C), which is itself at least 1/2. As long as A and k0 are constant, an escape prefactor no larger than k0 cannot halve the light at any temperature. A prefactor that grows with T, or a decay rate that falls with T, removes this restriction.

**The shape of the drop**

The temperature at which any fraction f of the cold intensity remains follows in the same way. From f = 1/[1 + C exp(−E/kBT_f)],

C exp(−E/kBT_f) = 1/f − 1

ln C − E/(kBT_f) = ln(1/f − 1)

T_f = E/{kB [ln C − ln(1/f − 1)]}

This holds when the bracket is positive. For f = 0.9, 1/f − 1 = 1/9 and its logarithm is −2.197, so T = 580.2/11.407 = 50.9 K. For f = 0.1 the logarithm is +2.197, so T = 580.2/7.013 = 82.7 K. Most of the light disappears within an interval of 32 K, far below 580 K. At liquid-nitrogen temperature, 77 K, 16% is left, and at 100 K 3.2%.

The steepness at the midpoint comes from differentiating. Write x = C exp(−E/kBT), so that ln(I/I0) = −ln(1 + x). Since ln x = ln C − E/(kBT), a small change of ln T changes ln x by E/(kBT) times as much. Hence dx/d ln T = x E/(kBT), and

d ln I/d ln T = −[x/(1 + x)] E/(kBT)

At half intensity x = 1 and E/(kBT) = ln C, which gives

d ln I/d ln T = −(ln C)/2 = −4.6

A temperature rise of 1%, or 0.63 K, lowers the intensity by about 4.6% of its value. At the half temperature, a sample that is 1 K warmer than its thermometer indicates will therefore appear about 7% too dim.

The half temperature itself is proportional to E at fixed C, but depends on C only through a logarithm. With E held at 50 meV, T_half is 84.0 K for C = 1000 and 50.4 K for C = 100000. A hundredfold change of the ratio moves the half temperature by a factor 5/3. Near C = 10000, a value of C that is wrong by a factor of ten shifts the calculated T_half by 20 to 33%, so a rough C suffices for a rough T_half. For smaller C the error grows: if C is 100 and is taken as 10, the calculated T_half doubles. Close to C = 1 even a small error in C matters, because ln C is then near zero. Even for large C the factor ln C may not be dropped from the formula for T_half, which would amount to replacing 9.2 by 1.

**Reading the barrier from data**

Since half intensity does not give E directly, the quenching law must be inverted. Taking the reciprocal and subtracting one,

I0/I − 1 = C exp(−E/kBT)

ln(I0/I − 1) = ln C − E/(kBT)

Plotted against 1/T this is a straight line with slope −E/kB and intercept ln C. Two points from the example show how it works. At 77 K, I/I0 = 0.1578, so I0/I − 1 = 5.337, with logarithm 1.675. At 100 K, I/I0 = 0.03204, so I0/I − 1 = 30.21, with logarithm 3.408. The inverse temperatures differ by 1/77 − 1/100 = 0.002987 per K. Therefore

E = kB (3.408 − 1.675)/0.002987 = 50.0 meV

and ln C = 3.408 + 580.2/100 = 9.21. The points were generated by the model, so this shows that the inversion is sound, not how accurate a measurement would be.

The straight line also depends on the assumptions of the basic model. If the prefactor A grows in proportion to T, ln C contains a term ln T, whose derivative with respect to 1/T is −T. The slope is then −(E/kB + T), and the barrier read from it is too high by about kBT, here 7.5 meV for the two points at 77 and 100 K. A spread of barriers bends the line, so that the fitted E depends on the temperature range.

The half temperature alone fixes only the combination E/ln C = kBT_half = 5.43 meV. A barrier of 37.5 meV with C = 1000 would give the same 63 K, because 5.43 × 6.908 = 37.5. A second point on the curve, or its slope at half intensity, −(ln C)/2, separates the two cases.

Care is also needed with I0. It must be taken on the low-temperature plateau. At 50 K the intensity has already fallen to 92%, while at 30 K the loss is too small to see in four digits.

**Losses that persist in the cold**

Suppose the emitter also has a constant background loss k_b = 3 per ns, with k_r = 1 per ns as before. Then k0 = 4 per ns, and the cold yield is k_r/k0 = 0.25. The ratio becomes C = 10000/4 = 2500, with ln C = 7.824, and

T_half = 580.2/7.824 = 74.2 K

The poorer emitter has the higher half temperature. It is not more robust: its absolute yield is lower at every temperature, since an extra loss has been added to the denominator of η. Activated escape merely has to compete with a faster decay before it becomes noticeable relative to I0. A high half temperature is therefore no proof of good material. The cold yield is needed as well, to turn I/I0 into an absolute yield.

**Escaped carriers that come back**

The assumption that every escaped carrier is lost can fail badly. Let escaped carriers enter a reservoir with population w, which does not contribute to the measured emission line. From there they are recaptured at rate k_cap or lost at rate k_loss:

dn/dt = −(k0 + k_esc) n + k_cap w

dw/dt = k_esc n − (k_cap + k_loss) w

Integrate both equations over all time after a pulse. Both populations end at zero, and w also starts at zero. With N and W for the time integrals of n and w,

−n(0) = −(k0 + k_esc) N + k_cap W

0 = k_esc N − (k_cap + k_loss) W

The second equation gives W = k_esc N/(k_cap + k_loss). Inserting this into the first,

n(0) = {k0 + k_esc [1 − k_cap/(k_cap + k_loss)]} N = (k0 + p k_esc) N

p = k_loss/(k_cap + k_loss)

The number p is the probability that an escaped carrier is lost before it is recaptured. The yield k_r N/n(0) has its old form with k_esc replaced by p k_esc. If p is constant, the quenching law survives with pC in place of C, and for pC > 1

T_half = E/[kB ln(pC)]

With A, k0 and E held fixed, p = 0.5 gives 68.1 K, p = 0.1 gives 84.0 K and p = 0.01 gives 126 K. The barrier is the same in all three cases. Thus 63 K belongs to an effective ratio of 10000, after recapture has been counted, and not to a 50 meV barrier as such. An Arrhenius plot yields this effective ratio, and still yields the correct E as long as p, A and k0 do not vary with temperature.

**Other corrections, sized for the example**

*Filling of the dot.* Let a dot hold at most one pair, and let it be pumped at rate G when empty. Its mean occupation f satisfies G(1 − f) = (k0 + k_esc) f, so f = G/(G + k0 + k_esc). Dividing by the cold value G/(G + k0) gives the quenching law with C = A/(k0 + G). For G = 0.01 per ns and k0 = 1 per ns, T_half moves from 63.00 to 63.07 K, which is negligible. Strong pumping would raise it further.

*A spread of barriers.* At fixed T, write I/I0 = L(y) with L(y) = 1/(1 + e^(−y)) and y = E/(kBT) − ln C. This function satisfies

L(y) + L(−y) = 1/(1 + e^(−y)) + 1/(1 + e^y) = e^y/(e^y + 1) + 1/(1 + e^y) = 1

At the half temperature of the mean barrier, dots with barriers equally far above and below the mean have opposite y, so each such pair averages to 1/2. A symmetric spread leaves T_half unchanged, provided that the dots share the same C and cold brightness and exchange no carriers. The drop does become wider. For a Gaussian spread with a standard deviation of 5 meV, the 90% and 10% points move to 48.7 and 84.9 K, an interval of 36 K instead of 32 K.

*Rates that vary with temperature.* The condition k_esc = k_r still locates half intensity when there is no background loss, but it is then a transcendental equation in T. For the two cases below it takes the form T exp(−E/kBT) = constant, which is solved by a root search or with the Lambert W function. If the radiative rate falls as 1/T from 1 per ns at 10 K, slower emission loses the competition earlier and T_half is 53.3 K. If instead the escape prefactor grows in proportion to T and reaches 10000 per ns only at 300 K, it is smaller in the range that matters and T_half is 74.3 K. Both shifts depend on the temperature at which the stated rate is taken to apply.

*Tunnelling in an electric field.* A field F turns the barrier into a triangle of height E and width E/(eF), where e is here the elementary charge. For a carrier of mass m, the leading semiclassical exponent is

S = (2/ħ) ∫ √[2m(E − eFx)] dx

with x running from 0 to E/(eF). Substituting s = eFx/E turns the integral into √(2mE) · E/(eF) · ∫ √(1 − s) ds, with s from 0 to 1. The last integral is 2/3, so

S = 4√(2m) E^(3/2)/(3ħeF)

For an electron of 0.067 free-electron masses at 10 kV/cm, S = 19.8. If the attempt rate is taken equal to A, the tunnelling rate is 10000 e^(−S) = 2.6 × 10⁻⁵ per ns, far below the emission rate. But S varies as 1/F, and tunnelling matches emission when S has dropped to ln 10000 = 9.21, at 10 × 19.77/9.21 = 21.5 kV/cm. This field is a rough value, because the attempt rate for tunnelling need not equal A: one ten times larger would require S = 11.51 and lower the field to 17.2 kV/cm. For a narrow one-dimensional well with 50 meV binding the attempt rate is about 2E/ħ = 1.5 × 10⁵ per ns, which puts the field near 16 to 17 kV/cm; a real three-dimensional dot will differ again. The estimate also counts only tunnelling from the lowest level. A carrier that is partly excited by heat meets a thinner barrier, so a field can lower the half temperature even where tunnelling from the lowest level is negligible. The shift need not be small: a crude estimate that weights a continuum of energies below the barrier top with the Boltzmann factor and the same exponent gives a half temperature near 52 K at 10 kV/cm instead of 63 K. Near such fields the dot loses light even when cold, and I0 is no longer the field-free intensity.

**The model beside real quantum dots**

The parameters lie in the rough regime of shallow InGaAs quantum dots in GaAs. A radiative lifetime of about 1 ns is typical of such dots. A barrier of 50 meV is on the shallow side; many InAs dots confine their carriers more deeply and keep their light to higher temperatures. The prefactor of 10¹³ per second is the least certain input, and effective values can differ from it by orders of magnitude. One assumption that can easily break is that escape means loss, because carriers in the layers around a dot can be recaptured quickly. The effect can be large: a loss probability of 1% doubles the half temperature, to 126 K. The loss probability can be smaller still: recapture in 1 ps against a loss time of 1 ns gives about 0.1% and, with a constant prefactor, a half temperature of about 252 K. This value is rough, because kBT is then already 0.43 of the barrier and the temperature dependence of the prefactor matters: a prefactor proportional to T that equals 10000 per ns at 63 K would give about 175 K. Both values are well below 580 K. For the belief to hold in the basic formula, recapture would have to bring the effective ratio down to e, which for this example means a loss probability of about 0.03%.

Most of the values quoted are listed in the numerical output. A few, among them 252 K, 175 K, 7.5 meV, 37.5 meV and the tunnelling variants, are not listed there.

Computed values

```
barrier E = 50.0 meV
radiative rate = 1.0 1/ns
escape prefactor A = 10000 1/ns
ratio C = 10000, ln C = 9.2103
kB = 0.086173 meV/K
temperature where kB T = E: 580.2 K
half temperature, formula: 63.00 K
half temperature, master equation: 63.00 K
kB T at half temperature = 5.429 meV
Boltzmann factor at half temperature = 1.000e-04
I/I0 at 30 K = 1.000e+00
I/I0 at 50 K = 9.164e-01
I/I0 at 77 K = 1.578e-01
I/I0 at 100 K = 3.204e-02
I/I0 at 300 K = 6.913e-04
I/I0 at kB T = E: 2.718e-04
I/I0 at kB T = E if C = e: 0.5000
I/I0 at kB T = E if C = 1: 0.7311
half temperature for C = 1000: 84.00 K
half temperature for C = 100000: 50.40 K
90 % point = 50.86 K, 10 % point = 82.73 K
d ln I/d ln T at half intensity = -4.605
Arrhenius fit: E = 50.000 meV, C = 10000.0
background loss 3.0 1/ns: cold yield = 0.250
background loss: half temperature = 74.16 K
loss probability 0.50: half temperature = 68.12 K
loss probability 0.10: half temperature = 84.00 K
loss probability 0.01: half temperature = 125.99 K
pump rate 0.01 1/ns: half temperature = 63.07 K
barrier spread (standard deviation) = 5.0 meV
with spread: half temperature = 63.00 K
with spread: 90 % = 48.71 K, 10 % = 84.90 K
radiative rate as 1/T, 1 per ns at 10 K: half at 53.31 K
prefactor as T, 10000 per ns at 300 K: half at 74.25 K
electron mass ratio for tunnelling = 0.067
WKB exponent at 10 kV/cm = 19.77
tunnelling rate at 10 kV/cm = 2.60e-05 1/ns
field where tunnelling equals emission = 21.5 kV/cm
```
